# High-Energy Photoionization of an nl Subshell in a Central Field

Take a model atom with two orbitals holding electrons bound almost equally, a 2s electron by 1.481 hartree and a 2p electron by 1.469 hartree. Anyone who estimates photoionization at high photon energy from the binding energies will expect similar cross sections. In the model computed below, at a photon energy near 201 hartree, the 2s cross section is about 102 times the 2p one. Extrapolating with one common power of the photon energy $\omega$ makes the error grow with $\omega$. The missing information is how the orbital behaves at the nucleus: an orbital that starts as $r^{l+1}$ has a cross section that falls as $\omega^{-l-7/2}$.

The statement belongs to a definite model. One nonrelativistic electron moves in a central potential $V(r)$, the field of the nucleus and of the averaged other electrons, and absorbs a photon in the electric-dipole approximation. Hartree atomic units are used, so the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. The potential is smooth for $r>0$, has a smooth tail, and near the point nucleus of charge $Z$ is

$$V(r)=-\frac{Z}{r}+V_0+V_1r+\dots$$

The bound orbital is $P_{nl}(r)Y_{lm}/r$ with $\int_0^\infty P_{nl}^2\,dr=1$. Its radial equation is $P''=[l(l+1)/r^2+2V-2E_{nl}]P$. Insert $P=Ar^{l+1}(1+ar+\dots)$ and compare the coefficients of $r^l$: $(l+2)(l+1)a-l(l+1)a=-2Z$, so $a=-Z/(l+1)$ and

$$P_{nl}(r)=A\,r^{l+1}\left[1-\frac{Zr}{l+1}+\dots\right].$$

The number $A$ depends on the whole potential through the normalization.

The photoelectron has energy $k^2/2$, so $\omega=k^2/2-E_{nl}$. Its real radial function $P_{\varepsilon l'}$ is normalized per unit energy, which means an amplitude $\sqrt{2/(\pi k)}$ at large $r$. For light polarized along $z$ with field $E_0\cos\omega t$, the absorbing part of the perturbation is $E_0z/2$, and the golden rule gives the rate $2\pi(E_0^2/4)|\langle f|z|i\rangle|^2$. The photon flux is the intensity $cE_0^2/(8\pi)$ divided by $\omega$. Rate over flux is

$$\sigma=4\pi^2\alpha\,\omega\sum_f|\langle f|z|i\rangle|^2 .$$

Since $z=r\cos\theta$, the angular part needs

$$\cos\theta\,Y_{lm}=a_{l+1,m}Y_{l+1,m}+a_{lm}Y_{l-1,m},\qquad a_{lm}^2=\frac{l^2-m^2}{4l^2-1}.$$

With $\sum_{m=-l}^{l}m^2=l(l+1)(2l+1)/3$ one finds $\sum_m(l^2-m^2)=l(2l+1)(2l-1)/3$, hence $\sum_m a_{lm}^2=l/3$. The channel $l'=l-1$ therefore has weight $l/3$, and $l'=l+1$ has weight $(l+1)/3$. Averaging over the $2l+1$ values of $m$ gives the cross section per electron,

$$\sigma_{nl}=\frac{4\pi^2\alpha\,\omega}{3(2l+1)}\left[l\,R_{l-1}^2+(l+1)R_{l+1}^2\right],\qquad R_{l'}=\int_0^\infty P_{\varepsilon l'}\,r\,P_{nl}\,dr .$$

A subshell holding $N$ electrons has $N$ times this if it is full or evenly populated in $m$.

At large $k$ the integrand of $R_{l'}$ oscillates rapidly and nearly cancels, so small errors in the final wave matter. It is better to rewrite the integral before approximating. With $H=\mathbf p^2/2+V$, the commutators are $[H,\mathbf r]=-i\mathbf p$ and $[H,\mathbf p]=i\nabla V$, so

$$[H,[H,\mathbf r]]=-i[H,\mathbf p]=\nabla V .$$

Between eigenstates each commutator with $H$ gives a factor $E_f-E_i=\omega$. The surface terms on a small sphere around the nucleus vanish with its area, because the functions involved stay bounded there. The $z$ component of $\nabla V$ is $V'(r)\cos\theta$, with the same angular factor as $z$, and so

$$R_{l'}=\frac{1}{\omega^2}\int_0^\infty P_{\varepsilon l'}\,V'(r)\,P_{nl}\,dr .$$

Physically, a free electron cannot absorb a photon; it needs a force to take up the momentum, and the force is now in the integrand.

The next question is which region supplies this integral. Away from the nucleus write $P_{\varepsilon l'}$ as $b(r)e^{ikr}$ plus its complex conjugate. The radial equation becomes

$$2ik\,b'+b''=\left[\frac{l'(l'+1)}{r^2}+2V\right]b ,$$

which is solved by a series in $1/k$ whose terms are smooth for $r>0$. Let $g(r)$ be $V'P_{nl}b$ times a smooth function that vanishes near the nucleus and equals one further out. Then

$$\int g\,e^{ikr}dr=\frac{i}{k}\int g'\,e^{ikr}dr=\left(\frac{i}{k}\right)^2\int g''e^{ikr}dr=\dots$$

There are no boundary terms: $g$ vanishes at the inner end and decays exponentially with $P_{nl}$ at the outer one. The step can be repeated as often as desired, so this part falls faster than any power of $1/k$. Powers can come only from the point where the integrand is not smooth, the nucleus.

Smoothness is essential here. If $V'$ jumps by $\Delta$ at a radius $R$, the first integration by parts leaves a term of size $P_{nl}(R)\Delta/k$ times the amplitude $k^{-1/2}$ of the wave. It falls as $k^{-3/2}$, while the nuclear part will turn out to fall as $k^{-l-1/2}$. The jump is thus negligible for $l=0$, of equal order for $l=1$, and dominant for $l\ge2$. A test with a hydrogen 3d orbital, a free p wave, and half of the force removed beyond 5 bohr gives a peak ratio of jump term to nuclear term of 4.80 near $k=20$ and 18.9 near $k=80$. The growth by 3.9 agrees with the expected factor of about 4. A potential glued together from pieces can therefore produce a false power law.

Near the nucleus the natural variable is $x=kr$. The continuum equation reads

$$\frac{d^2P}{dx^2}+\left[1-\frac{l'(l'+1)}{x^2}+\frac{2Z}{kx}-\frac{2V_0}{k^2}+\dots\right]P=0 .$$

The potential terms vanish as $k\to\infty$ at fixed $x$, which leaves the free regular solution $xj_{l'}(x)$, with $j_{l'}$ the spherical Bessel function. Its amplitude is fixed at large $r$, so one must check that the potential does not change it on the way in. Let $s=xj_{l'}(x)$, and let $q$ be the irregular free solution that is a quarter period ahead at large $x$, so that $(ds/dx)q-s(dq/dx)=1$. Write $P=\beta s+\gamma q$ with $\beta's+\gamma'q=0$. The radial equation then gives $\beta'=(2V/k)\,qP$. To first order $P=\beta_0s$, with $\beta_0$ the value at the nucleus, and

$$\frac{\beta(r)}{\beta_0}-1=\frac{2}{k}\int_0^r V\,s\,q\,dr' .$$

Near the origin $sq$ is proportional to $x$ and cancels the $1/r$ of the potential; further out $sq$ oscillates about zero. The integral stays finite, and the change is of order $Z/k$. The coefficient $\gamma$, with $\gamma'=-(2V/k)\,sP$, is first order in $Z/k$. At large $r$ it is a phase shift and changes the size $\sqrt{\beta^2+\gamma^2}$ of the wave only in second order. Near the nucleus the term $\gamma q$ is a further distortion of relative order $Z/k$, and it enters the radial integral at that order. To leading order, then,

$$P_{\varepsilon l'}(r)=\sqrt{\frac{2}{\pi k}}\;kr\,j_{l'}(kr)=\sqrt{\frac{2k}{\pi}}\;r\,j_{l'}(kr).$$

Insert this with $V'=Z/r^2$ and $P_{nl}=Ar^{l+1}$. The powers of $r$ combine to $r^{l+1-2+1}=r^l$, and $r=x/k$ gives

$$R_{l'}\to\frac{ZA}{\omega^2}\sqrt{\frac{2k}{\pi}}\;k^{-l-1}J_{l'},\qquad J_{l'}=\int_0^\infty x^l j_{l'}(x)\,dx .$$

Here the power of $k$ is decided. Each additional unit of $l$ makes the orbital smaller by one more factor $r\sim1/k$ in the region that matters. The second term of the orbital contributes a relative correction of order $Z/k$, like the distortion of the wave.

For $l\ge1$ the integral $J_{l'}$ does not converge by itself. In the actual problem a smooth cutoff at some fixed $r$, that is at $x\sim k$, limits it. Replacing that cutoff by a factor $e^{-\epsilon x}$ with $\epsilon\to0$ changes only a smooth oscillating part far from $x=0$, which the integrations by parts have shown to be negligible. With this meaning, boundary terms at infinity vanish, and so do the terms in which the derivative acts on $e^{-\epsilon x}$, since they are $\epsilon$ times a damped integral with a finite limit.

Let $K_l=\int_0^\infty x^lj_{l+1}\,dx$, which is $J_{l+1}$. From $\frac{d}{dx}(x^{-l}j_l)=-x^{-l}j_{l+1}$ follows, for $l\ge1$,

$$K_l=-\int_0^\infty x^{2l}\frac{d}{dx}\left(x^{-l}j_l\right)dx=2l\int_0^\infty x^{l-1}j_l\,dx=2l\,K_{l-1}.$$

Since $K_0=-[j_0]_0^\infty=1$, the result is $J_{l+1}=2^l\,l!$. For the other channel use $\frac{d}{dx}(x^{l+1}j_l)=x^{l+1}j_{l-1}$:

$$J_{l-1}=\int_0^\infty\frac1x\frac{d}{dx}\left(x^{l+1}j_l\right)dx=\int_0^\infty x^{l-1}j_l\,dx=K_{l-1}=2^{l-1}(l-1)!$$

Both channels have the same power of $k$, and $R_{l-1}/R_{l+1}\to1/(2l)$. The computed hydrogen ratios at $k=2000$ are 0.50000 for 2p, 0.25000 for 3d and 0.16667 for 4f.

Because $J_{l-1}=2^l\,l!/(2l)$, the weighted sum of squares for $l\ge1$ is

$$B_l=l\,J_{l-1}^2+(l+1)J_{l+1}^2=4^l(l!)^2\left[l+1+\frac{1}{4l}\right],$$

while for $l=0$ the first channel is absent and $B_0=1$. The cross section becomes

$$\sigma_{nl}\to\frac{4\pi^2\alpha\,\omega}{3(2l+1)}\,\frac{Z^2A^2}{\omega^4}\,\frac{2}{\pi}\,k^{-2l-1}B_l .$$

At high energy $k^2=2(\omega+E_{nl})\to2\omega$, with a relative error of order $|E_{nl}|/\omega$, so $k^{-2l-1}\to(2\omega)^{-l-1/2}$. The powers are $\omega\cdot\omega^{-4}\cdot\omega^{-l-1/2}$, and

$$\boxed{\;\sigma_{nl}\to\frac{8\pi\alpha}{3}\,\frac{Z^2A^2B_l}{(2l+1)\,2^{\,l+1/2}}\;\omega^{-l-7/2}\;}$$

The charge in this formula is the bare nuclear charge, since it comes from the force at $r\sim1/k$, inside the screening cloud. Screening acts through $A$ alone.

The rewriting with the force was needed for the coefficient, as hydrogen 1s shows. There $P_{1s}=2re^{-r}$. Put the free p wave into the original length integral and leave out the common factor $\sqrt{2k/\pi}$. Because $j_1(kr)=-\frac1r\frac{d}{dk}j_0(kr)$,

$$2\int_0^\infty r^3e^{-r}j_1(kr)\,dr=-2\frac{d}{dk}\int_0^\infty r^2e^{-r}j_0(kr)\,dr=-2\frac{d}{dk}\frac{2}{(1+k^2)^2}=\frac{16k}{(1+k^2)^3}\to\frac{16}{k^5}.$$

The force form gives $\omega^{-2}ZAJ_1/k=(4/k^4)(2/k)=8/k^5$. The free-wave length amplitude is too large by a factor of two, and its cross section by a factor of four. The reason is that $\int x^3j_1\,dx$, the leading term in the length form, is zero in the damped sense. What survives is of relative order $Z/k$, and the neglected distortion of the final wave is of that order too. With the full Coulomb wave as reference, the computed amplitude ratio at $k=1000$ is 2.003.

For hydrogen the length integrals can be evaluated with full Coulomb waves, without using the force form. The ratio of the resulting cross section to the boxed law for 1s is 0.744 at $k=10$, 0.969 at $k=100$ and 0.9969 at $k=1000$. Combining $k=1000$ and $k=2000$ so that a term in $1/k$ cancels gives 0.999997 for each of the six orbitals 1s, 2s, 2p, 3p, 3d and 4f. The local exponents at $k=1000$ are $-3.498$ for s, $-4.498$ for p, $-5.498$ for d and $-6.498$ for f. The absolute scale is tested separately: the oscillator strengths out of 1s, 0.5650 to bound states and 0.4350 to the continuum, add up to one within the accuracy of the sum.

The approach to the limit is slow. At $k=1000$ the deficit is 0.0031, which fits a factor $1-\pi Z/k$. The derivation shows that the correction is of order $Z/k$; the coefficient $\pi$ is read from the numbers and is not derived here. Such a factor also explains the local exponent, because $\omega\propto k^2$ makes its logarithmic slope $\pi Z/(2k)=0.0016$, the amount by which the computed exponents fall short of the limit.

The model atom of the opening has the potential

$$V(r)=-\frac{1+3e^{-0.2r}}{r},$$

with $r$ in bohr. The charge is $Z=4$ at the nucleus and 1 far away, so three electrons screen the nucleus. Their cloud is far more diffuse than in real beryllium, and the potential stands for no actual atom. Diagonalization gives $A=5.552$ for 2s and $A=6.374$ for 2p, in atomic units. At $k=20$ the photon energy is 201.5 hartree for both, and the law predicts the ratio

$$\frac{\sigma_{2p}}{\sigma_{2s}}=\frac{A_{2p}^2}{A_{2s}^2}\,\frac{B_1}{3\cdot2^{3/2}}\,\frac{2^{1/2}}{B_0}\,\frac1\omega=\frac{40.63}{30.82}\cdot\frac{9}{6}\cdot\frac{1}{201.5}=0.0098 ,$$

where $B_1=4(2+\tfrac14)=9$. The computed cross sections per electron are $1.018\times10^{-7}\,a_0^2$ (2.85 barn) for 2s and $9.96\times10^{-10}\,a_0^2$ (0.0279 barn) for 2p, and their ratio is also 0.0098. Each cross section alone is far from its limit: it is only 0.55 of the value given by the law. The deficits are nearly equal and cancel in the ratio. For 3d the cross section is $8.25\times10^{-13}\,a_0^2$, again 0.55 of the law.

The local exponents between $k=20$ and $k=25$ are $-3.25$, $-4.25$ and $-5.24$ for 2s, 2p and 3d, less steep than the limits because the ratio to the law is still rising. Between $k=200$ and $k=400$ they are $-3.48$, $-4.48$ and $-5.48$. Averaged over $k=20$ to 25, the exponent in this model differs from $-l-7/2$ by 0.25 to 0.26, so it still identifies $l$, although it does not equal the limit closely. The shift is roughly $\pi Z/(2k)$ by the fitted factor above. That is a first-order estimate, and it overstates the shift when $k$ is only a few times $Z$. The shift grows as $k$ falls, and once it nears one half the exponent alone no longer fixes $l$.

The same model shows where the amplitude arises. Multiply the integrand of the force form by the smooth window $e^{-(r/r_0)^4}$ with $r_0=0.1$ bohr. At $k=400$ the 2p cross section changes by a relative $1.5\times10^{-5}$, although the electron is found inside $r_0$ with a probability of only $5.8\times10^{-5}$. For 3d that probability is $1.1\times10^{-8}$, and the relative change is $3.4\times10^{-5}$. These small changes are of order $(kr_0)^{-4}$ and come from the $r^4$ term of the window at the nucleus itself. The region that matters scales as $1/k$, so the test needs $kr_0\gg1$. At $k=20$ the same window keeps only 0.25 of the 2p and 0.016 of the 3d cross section, while a window with $r_0=1$ bohr recovers both to better than 0.1%. The window must be smooth, since a sharp cut would create the kind of boundary term found above for a jump in $V'$.

Such large $k$ test the mathematics of the nonrelativistic model and do not describe a real photoelectron. The law needs $k\gg Z$ for the leading term to dominate and $k\ll c\approx137$ for the electron to be nonrelativistic. The dipole approximation asks for the same upper limit, because the photon momentum $\omega/c\approx k^2/(2c)$ must be small compared with $k$. At $k=20$ the speed is already about 0.15 of the speed of light. The window is narrow for light atoms and closes for heavy ones.

The other restriction is the independent electron. In a real atom, the interaction between electrons mixes the channel in which a p or d electron leaves with the one in which an s electron leaves, and the s amplitude falls more slowly. A rough estimate, not derived here, gives this mixing a strength of order $1/k$. The borrowed amplitude then falls as $k^{-3/2}$ apart from the factor $\omega^{-2}$, which is the order of the direct p amplitude and larger than the direct d amplitude. On this estimate, mixing can change the coefficient for $l=1$ and the power itself for $l\ge2$. The boxed law is a statement about the central-field model, and the numerical check that follows tests it within that model.

## Numbers as computed

```
1s oscillator strength: bound 0.56501, continuum 0.43500
Hydrogen, Z = 1; ratio = computed sigma / asymptotic law
orbital: ratio at k=10, 100, 1000; limit; exponent at k=1000
  1s: 0.7440, 0.9693, 0.99687; 0.999997; -3.4984
  2s: 0.7376, 0.9692, 0.99686; 0.999997; -3.4984
  2p: 0.7370, 0.9692, 0.99686; 0.999997; -4.4984
     R(l-1)/R(l+1) at k=2000: 0.50000
  3p: 0.7348, 0.9691, 0.99686; 0.999997; -4.4984
     R(l-1)/R(l+1) at k=2000: 0.50000
  3d: 0.7352, 0.9691, 0.99686; 0.999997; -5.4984
     R(l-1)/R(l+1) at k=2000: 0.25000
  4f: 0.7340, 0.9691, 0.99686; 0.999997; -6.4984
     R(l-1)/R(l+1) at k=2000: 0.16667
1s length amplitude, free wave / Coulomb wave, k=1000: 2.0031
Model ion: Z = 4, far charge 1, screening rate 0.2 per bohr
2s: E = -1.48105 hartree, A = 5.55176 bohr^-1.5
  k=20: omega = 201.481 hartree, sigma = 1.0181e-07 a0^2 = 2.8510e+00 barn
  k=20: asymptotic law = 1.8362e-07 a0^2
  ratio at k=20, 100, 200, 400: 0.5545, 0.8833, 0.9395, 0.9692; limit 0.9989
  exponent k=20-25: -3.248; k=200-400: -3.478
  probability inside 0.1 bohr: 5.570e-03; windowed / full sigma, k=400: 1.000006
2p: E = -1.46868 hartree, A = 6.37387 bohr^-2.5
  k=20: omega = 201.469 hartree, sigma = 9.9628e-10 a0^2 = 2.7899e-02 barn
  k=20: asymptotic law = 1.8024e-09 a0^2
  ratio at k=20, 100, 200, 400: 0.5528, 0.8832, 0.9394, 0.9692; limit 0.9989
  exponent k=20-25: -4.245; k=200-400: -4.478
  probability inside 0.1 bohr: 5.833e-05; windowed / full sigma, k=400: 1.000015
3d: E = -0.42357 hartree, A = 0.99838 bohr^-3.5
  k=20: omega = 200.424 hartree, sigma = 8.2529e-13 a0^2 = 2.3111e-05 barn
  k=20: asymptotic law = 1.5058e-12 a0^2
  ratio at k=20, 100, 200, 400: 0.5481, 0.8829, 0.9394, 0.9691; limit 0.9989
  exponent k=20-25: -5.239; k=200-400: -5.477
  probability inside 0.1 bohr: 1.128e-08; windowed / full sigma, k=400: 1.000034
Jump in V' at 5.0 bohr, 3d to p, fraction 0.5 removed:
  peak jump / nuclear amplitude near k=20: 4.796, near k=80: 18.912
```
